# Mass Resolving Power Needed to Separate CO+ from N2+: test program

```python
"""
Result under test: 12C16O+ and 14N2+ differ in mass by delta = 0.0112 u, so
separating them needs a resolving power R0 = m/delta of roughly 2500, while a
quadrupole at unit resolution offers only a few tens.

Symbols: m = mean ion mass (u); delta = mass separation (u); fwhm = full width
of a peak at half maximum (u); sigma = standard deviation of a Gaussian peak;
resolving power R = m/fwhm, and R0 is its value when fwhm = delta.
Isotopic masses, mass excesses and atomic weights are tabulated input data.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

# ---------- input data ----------
MASS = {"H": 1.00782503, "C": 12.0, "N": 14.00307400, "O": 15.99491462}  # u
EXCESS_KEV = {"C": 0.0, "N": 2863.417, "O": -4737.001}
WEIGHT = {"C": 12.011, "N": 14.007, "O": 15.999}  # average atomic weights
electron_u = const.physical_constants["electron mass in u"][0]
u_in_mev = const.physical_constants[
    "atomic mass constant energy equivalent in MeV"][0]
IONS = {"CO+": {"C": 1, "O": 1}, "N2+": {"N": 2},
        "CH2N+": {"C": 1, "H": 2, "N": 1}, "C2H4+": {"C": 2, "H": 4}}


def ion_mass(name):
    return sum(n * MASS[el] for el, n in IONS[name].items()) - electron_u


m_co, m_n2 = ion_mass("CO+"), ion_mass("N2+")
delta = m_n2 - m_co
m = 0.5 * (m_n2 + m_co)
R0 = m / delta

# The separation from a second form of the data: mass excesses in keV.
delta_excess = (2 * EXCESS_KEV["N"] - EXCESS_KEV["C"]
                - EXCESS_KEV["O"]) / (1000 * u_in_mev)
assert abs(delta - delta_excess) < 1e-7
assert 2400 < R0 < 2600

# Small corrections, and the mistake of using average atomic weights.
R0_neutral = (m + electron_u) / delta
chem_energy_ev = 30.0
chem_mass = chem_energy_ev * 1e-6 / u_in_mev
assert abs(R0_neutral / R0 - 1) < 1e-4 and chem_mass / delta < 1e-4
w_co, w_n2 = WEIGHT["C"] + WEIGHT["O"], 2 * WEIGHT["N"]
delta_weight = w_n2 - w_co
R_weight = 0.5 * (w_n2 + w_co) / delta_weight
assert R_weight > 2 * R0

# All pairs among four ions of mass number 28.
pairs = {}
for a, b in combinations(IONS, 2):
    ma, mb = ion_mass(a), ion_mass(b)
    pairs[(a, b)] = 0.5 * (ma + mb) / abs(ma - mb)
assert max(pairs, key=pairs.get) == ("CO+", "N2+")


# ---------- simulated spectra; x is mass measured from the CO+ peak ----------
def gauss(x, fwhm):
    return np.exp(-4 * np.log(2) * (x / fwhm) ** 2)


def lorentz(x, fwhm):
    return 1 / (1 + (2 * x / fwhm) ** 2)


def count_maxima(R, co_height=1.0):
    fwhm = m / R
    x = np.linspace(-2 * fwhm, delta + 2 * fwhm, 8001)
    y = co_height * gauss(x, fwhm) + gauss(x - delta, fwhm)
    return int(np.sum((y[1:-1] > y[:-2]) & (y[1:-1] >= y[2:])))


def valley_ratio(R, shape):
    fwhm = m / R
    x = np.linspace(-0.5 * delta, 1.5 * delta, 8001)
    y = shape(x, fwhm) + shape(x - delta, fwhm)
    between = (x >= 0) & (x <= delta)
    return y[between].min() / y.max()


def onset_from_spectra(co_height):
    low, high = 1000.0, 8000.0
    assert count_maxima(low, co_height) == 1
    assert count_maxima(high, co_height) == 2
    for _ in range(40):
        mid = 0.5 * (low + high)
        if count_maxima(mid, co_height) == 1:
            low = mid
        else:
            high = mid
    return 0.5 * (low + high)


# First appearance of two maxima; the tolerance covers the finite mass grid.
fwhm_per_sigma = np.sqrt(8 * np.log(2))
R_dip = 2 * R0 / fwhm_per_sigma
R_dip_sim = onset_from_spectra(1.0)
assert abs(R_dip_sim / R_dip - 1) < 2e-3

height_ratio = 10.0


def log_height_limit(D):
    root = np.sqrt(D * D - 1)
    return 2 * np.log(D - root) + 2 * D * root


D_onset = brentq(lambda D: log_height_limit(D) - np.log(height_ratio), 1.0, 5.0)
R_unequal = 2 * D_onset * R0 / fwhm_per_sigma
R_unequal_sim = onset_from_spectra(1 / height_ratio)
assert abs(R_unequal_sim / R_unequal - 1) < 2e-3

# Ten per cent valley: formula against a search on simulated spectra.
valley_at_R0 = valley_ratio(R0, gauss)
assert 0.9 < valley_at_R0 < 0.97
R_valley = R0 * np.sqrt(np.log(20) / np.log(2))
R_valley_sim = brentq(lambda R: valley_ratio(R, gauss) - 0.1, 3000, 20000)
assert abs(R_valley_sim / R_valley - 1) < 1e-3
R_valley_lor = brentq(lambda R: valley_ratio(R, lorentz) - 0.1, 3000, 20000)
assert R_valley_lor > 1.5 * R_valley

# ---------- quadrupole at unit resolution ----------
fwhm_quad, fwhm_wide, drift = 0.7, 1.0, 0.1  # u, rough typical values
R_quad, R_wide = m / fwhm_quad, m / fwhm_wide
assert count_maxima(R_quad) == 1 and count_maxima(R_wide) == 1
assert R0 / R_quad > 50
x = np.linspace(-2, 2, 40001)
peak_difference = np.max(np.abs(gauss(x, fwhm_quad)
                                - gauss(x - delta, fwhm_quad)))
slope_estimate = delta * np.exp(-0.5) * fwhm_per_sigma / fwhm_quad
assert abs(peak_difference / slope_estimate - 1) < 1e-2
drift_difference = np.max(np.abs(gauss(x, fwhm_quad)
                                 - gauss(x - drift, fwhm_quad)))
assert drift_difference > 5 * peak_difference

# ---------- time of flight ----------
path_m, energy_ev = 2.0, 3000.0


def flight_time(mass_u):
    return path_m * np.sqrt(mass_u * const.atomic_mass
                            / (2 * energy_ev * const.e))


t_co, t_n2 = flight_time(m_co), flight_time(m_n2)
dt = t_n2 - t_co
assert abs(dt / (flight_time(m) / (2 * R0)) - 1) < 1e-5
pulse_valley = flight_time(m) / (2 * R_valley)

# ---------- output ----------
print(f"isotopic mass 12C: {MASS['C']:.8f} u")
print(f"isotopic mass 14N: {MASS['N']:.8f} u")
print(f"isotopic mass 16O: {MASS['O']:.8f} u")
print(f"isotopic mass 1H: {MASS['H']:.8f} u")
print(f"electron mass: {electron_u:.8f} u")
print(f"neutral CO mass: {m_co + electron_u:.6f} u")
print(f"neutral N2 mass: {m_n2 + electron_u:.6f} u")
print(f"CO+ mass: {m_co:.6f} u")
print(f"N2+ mass: {m_n2:.6f} u")
print(f"mean ion mass m: {m:.6f} u")
print(f"separation delta: {delta:.6f} u")
print(f"mass excess 14N: {EXCESS_KEV['N']:.3f} keV")
print(f"mass excess 16O: {EXCESS_KEV['O']:.3f} keV")
print(f"energy equivalent of 1 u: {u_in_mev:.4f} MeV")
print(f"delta from mass excesses: {delta_excess:.6f} u")
print(f"R0 = m/delta: {R0:.1f} (no unit)")
print(f"R0 with neutral masses: {R0_neutral:.1f} (no unit)")
print(f"chemical energy allowance: {chem_energy_ev:.0f} eV")
print(f"its mass equivalent: {chem_mass:.2e} u")
print(f"its share of delta: {chem_mass / delta:.1e} (no unit)")
print(f"atomic weights C, N, O: {WEIGHT['C']}, {WEIGHT['N']}, {WEIGHT['O']}")
print(f"wrong delta from atomic weights: {delta_weight:.3f} u")
print(f"wrong R from atomic weights: {R_weight:.0f} (no unit)")
for name in ("CH2N+", "C2H4+"):
    print(f"{name} mass: {ion_mass(name):.6f} u")
for (a, b), value in pairs.items():
    print(f"m/separation for {a} and {b}: {value:.0f} (no unit)")
print(f"FWHM/sigma of a Gaussian: {fwhm_per_sigma:.4f} (no unit)")
print(f"R, first dip, formula: {R_dip:.0f} (no unit)")
print(f"R, first dip, spectra: {R_dip_sim:.0f} (no unit)")
print(f"valley/peak height at R0: {100 * valley_at_R0:.1f} %")
print(f"R, 10% valley, formula: {R_valley:.0f} (no unit)")
print(f"R, 10% valley, spectra: {R_valley_sim:.0f} (no unit)")
print(f"R, 10% valley, Lorentzian: {R_valley_lor:.0f} (no unit)")
print(f"N2+/CO+ height ratio: {height_ratio:.0f} (no unit)")
print(f"D at onset for this ratio: {D_onset:.4f} (no unit)")
print(f"R, onset for this ratio, formula: {R_unequal:.0f} (no unit)")
print(f"R, onset for this ratio, spectra: {R_unequal_sim:.0f} (no unit)")
print(f"quadrupole FWHM, narrow and wide: {fwhm_quad}, {fwhm_wide} u")
print(f"quadrupole R, narrow and wide: {R_quad:.1f}, {R_wide:.1f} (no unit)")
print(f"shortfall R0/R: {R0 / R_quad:.1f}, {R0 / R_wide:.1f} (no unit)")
print(f"CO+/N2+ peak difference at 0.7 u: {100 * peak_difference:.2f} % of height")
print(f"slope estimate of it: {100 * slope_estimate:.2f} % of height")
print(f"assumed mass-scale drift: {drift} u")
print(f"peak change from drift: {100 * drift_difference:.1f} % of height")
print(f"flight path and energy: {path_m:.0f} m, {energy_ev:.0f} eV")
print(f"CO+ flight time: {1e6 * t_co:.3f} us")
print(f"N2+ minus CO+ flight time: {1e9 * dt:.2f} ns")
print(f"pulse FWHM for 10% valley: {1e9 * pulse_valley:.2f} ns")
print("ALL CHECKS PASSED")
```

Printed output:

```
isotopic mass 12C: 12.00000000 u
isotopic mass 14N: 14.00307400 u
isotopic mass 16O: 15.99491462 u
isotopic mass 1H: 1.00782503 u
electron mass: 0.00054858 u
neutral CO mass: 27.994915 u
neutral N2 mass: 28.006148 u
CO+ mass: 27.994366 u
N2+ mass: 28.005599 u
mean ion mass m: 27.999983 u
separation delta: 0.011233 u
mass excess 14N: 2863.417 keV
mass excess 16O: -4737.001 keV
energy equivalent of 1 u: 931.4941 MeV
delta from mass excesses: 0.011233 u
R0 = m/delta: 2492.6 (no unit)
R0 with neutral masses: 2492.6 (no unit)
chemical energy allowance: 30 eV
its mass equivalent: 3.22e-08 u
its share of delta: 2.9e-06 (no unit)
atomic weights C, N, O: 12.011, 14.007, 15.999
wrong delta from atomic weights: 0.004 u
wrong R from atomic weights: 7003 (no unit)
CH2N+ mass: 28.018175 u
C2H4+ mass: 28.030752 u
m/separation for CO+ and N2+: 2493 (no unit)
m/separation for CO+ and CH2N+: 1176 (no unit)
m/separation for CO+ and C2H4+: 770 (no unit)
m/separation for N2+ and CH2N+: 2227 (no unit)
m/separation for N2+ and C2H4+: 1114 (no unit)
m/separation for CH2N+ and C2H4+: 2228 (no unit)
FWHM/sigma of a Gaussian: 2.3548 (no unit)
R, first dip, formula: 2117 (no unit)
R, first dip, spectra: 2117 (no unit)
valley/peak height at R0: 92.7 %
R, 10% valley, formula: 5182 (no unit)
R, 10% valley, spectra: 5182 (no unit)
R, 10% valley, Lorentzian: 10790 (no unit)
N2+/CO+ height ratio: 10 (no unit)
D at onset for this ratio: 1.6770 (no unit)
R, onset for this ratio, formula: 3550 (no unit)
R, onset for this ratio, spectra: 3550 (no unit)
quadrupole FWHM, narrow and wide: 0.7, 1.0 u
quadrupole R, narrow and wide: 40.0, 28.0 (no unit)
shortfall R0/R: 62.3, 89.0 (no unit)
CO+/N2+ peak difference at 0.7 u: 2.29 % of height
slope estimate of it: 2.29 % of height
assumed mass-scale drift: 0.1 u
peak change from drift: 20.2 % of height
flight path and energy: 2 m, 3000 eV
CO+ flight time: 13.908 us
N2+ minus CO+ flight time: 2.79 ns
pulse FWHM for 10% valley: 1.34 ns
ALL CHECKS PASSED
```
